# The angle between (100) and (-201) in beta-gallium oxide

## The problem

Beta-gallium oxide, $\beta$-Ga$_2$O$_3$, is an ultrawide-gap semiconductor for power devices. Wafers can be cut with the surface $(\bar 201)$, where the bar marks a negative index, and the crystal cleaves easily on $(100)$. The angle between these planes fixes how a cleavage crack runs through the wafer.

The crystal is monoclinic. Its conventional cell has edge vectors $\mathbf a$, $\mathbf b$, $\mathbf c$, with $\mathbf b$ perpendicular to both others and an obtuse angle $\beta$ between $\mathbf a$ and $\mathbf c$. For this problem the data are taken as

$$a=12.23\ \text{angstrom},\qquad c=5.80\ \text{angstrom},\qquad \beta=103.8^\circ .$$

What is the acute angle $\varphi$ between $(100)$ and $(\bar 201)$? If a wafer 0.65 mm thick cracks along $(100)$, how far is the crack displaced sideways between the front and the back?

The lattice is taken as ideal and unstrained. Two intersecting planes form two supplementary angles, and the acute one is asked for.

## A tempting solution

The angle between two planes is the angle between their normals. Take $[100]$, the vector $\mathbf a$, as the normal of $(100)$, and $[\bar 201]$, the vector $\mathbf w=-2\mathbf a+\mathbf c$, as the normal of $(\bar 201)$.

Put the $x$ axis along $\mathbf a$ and the $z$ axis perpendicular to $\mathbf a$ and $\mathbf b$, on the side of $\mathbf c$. Then $\mathbf c$ has the components

$$c_x=c\cos\beta=5.80\times(-0.23853)=-1.383\ \text{angstrom},$$

$$c_z=c\sin\beta=5.80\times0.97113=5.633\ \text{angstrom}.$$

Hence $w_x=-24.46-1.383=-25.84$ angstrom and $w_z=5.633$ angstrom. The acute angle between the lines along $\mathbf a$ and $\mathbf w$ has the tangent

$$\frac{|w_z|}{|w_x|}=\frac{5.633}{25.84}=0.2180,$$

which gives $12.30^\circ$. The oblique cell has been respected and the arithmetic is right, but the answer is wrong.

## Where the fault lies

The fault is the choice of normals. A normal must be perpendicular to every direction in its plane, and this can be checked.

The plane $(100)$ is parallel to $\mathbf b$ and $\mathbf c$. Its normal must therefore be perpendicular to $\mathbf c$. But $\mathbf a$ makes $103.8^\circ$ with $\mathbf c$, so it is $13.8^\circ$ away from the true normal.

For $(\bar 201)$, an in-plane direction is needed. Miller indices $(hkl)$ describe a plane that cuts the axes at $\mathbf a/h$, $\mathbf b/k$ and $\mathbf c/l$; a zero index means that the plane is parallel to that axis. Thus $(\bar 201)$ passes through $-\mathbf a/2$ and $\mathbf c$ and is parallel to $\mathbf b$. The difference of the two points lies in the plane:

$$\mathbf c-\left(-\tfrac12\mathbf a\right)=\tfrac12\mathbf a+\mathbf c .$$

Doubling it changes only its length and gives the lattice vector

$$\mathbf v=\mathbf a+2\mathbf c .$$

The supposed normal $\mathbf w$ should be perpendicular to $\mathbf v$. With $\mathbf a\cdot\mathbf c=ac\cos\beta$,

$$\mathbf w\cdot\mathbf v=(-2\mathbf a+\mathbf c)\cdot(\mathbf a+2\mathbf c)
=-2a^2-4\,\mathbf a\cdot\mathbf c+\mathbf a\cdot\mathbf c+2c^2,$$

$$\mathbf w\cdot\mathbf v=2(c^2-a^2)-3ac\cos\beta .$$

For the given cell this is about $-231.9+50.8=-181$ square angstrom, far from zero.

The tempting method is justified only if both of its normals are right. For $(100)$ this requires $\beta=90^\circ$. The second term of the last formula then vanishes, and $[\bar 201]$ is perpendicular to $(\bar 201)$ only if also $a=c$. A right angle alone is not enough: with $\beta=90^\circ$ and $a\neq c$, the first term remains. For special cells the errors of two wrong normals can cancel, for example at $a\approx0.888\,c$ with $\beta=103.8^\circ$, but such an agreement is accidental. The rule that $[hkl]$ is normal to $(hkl)$ holds in a cubic crystal and cannot be carried over to this one.

## The right solution

Directions that lie in the planes are already known, so no normals are needed. Both planes contain the direction $\mathbf b$, and therefore they meet along $\mathbf b$. The angle between two planes is seen in a section perpendicular to their common line. In that section $(100)$ appears as a line along $\mathbf c$, and $(\bar 201)$ as a line along $\mathbf v$. Both vectors are perpendicular to $\mathbf b$, so the angle between them is the angle between the planes.

Their scalar product is

$$\mathbf c\cdot\mathbf v=\mathbf c\cdot\mathbf a+2c^2=ac\cos\beta+2c^2=c\,(2c+a\cos\beta).$$

In the vector product the term $\mathbf c\times2\mathbf c$ vanishes, so

$$|\mathbf c\times\mathbf v|=|\mathbf c\times\mathbf a|=ac\sin\beta .$$

For an angle $\varphi$ between two vectors, the magnitude of the vector product is $|\mathbf c||\mathbf v|\sin\varphi$ and the scalar product is $|\mathbf c||\mathbf v|\cos\varphi$. Dividing the first by the second cancels the lengths and one factor $c$:

$$\boxed{\tan\varphi=\frac{a\sin\beta}{2c+a\cos\beta}}\qquad(2c+a\cos\beta>0).$$

The condition makes the scalar product positive, and so the angle acute. The edge length $b$ does not enter, because the whole construction takes place perpendicular to $\mathbf b$.

The numbers are

$$a\sin\beta=11.877\ \text{angstrom},\qquad a\cos\beta=-2.917\ \text{angstrom},$$

$$2c+a\cos\beta=11.600-2.917=8.683\ \text{angstrom},$$

$$\tan\varphi=\frac{11.877}{8.683}=1.368,\qquad \varphi=53.83^\circ .$$

The acute angle is therefore about $53.8^\circ$.

### Limits of the formula

If $a$ is much smaller than $c$, then $\mathbf v\approx2\mathbf c$, the two planes become nearly parallel, and $\varphi$ tends to zero. As $a$ grows at fixed $c$ and obtuse $\beta$, the denominator falls. It vanishes at $a=-2c/\cos\beta$, which is about 48.6 angstrom for the given $c$ and $\beta$, and there the planes are perpendicular. For a still larger $a$, the angle between $\mathbf c$ and $\mathbf v$ is obtuse, and the acute angle follows from the absolute value of the denominator. The real cell is far from this point.

For $\beta=90^\circ$ and $a=c$, the formula gives $\tan\varphi=1/2$. The tempting method gives $c/(2a)=1/2$ as well, as it should in the one case where its normals were found to be right.

## The same angle from true normals

The idea of using normals was sound; it needs the correct vectors. These are built from the reciprocal vectors $\mathbf a^*$ and $\mathbf c^*$, defined here without a factor $2\pi$. Both are perpendicular to $\mathbf b$, and

$$\mathbf a^*\cdot\mathbf a=1,\quad \mathbf a^*\cdot\mathbf c=0,\quad
\mathbf c^*\cdot\mathbf c=1,\quad \mathbf c^*\cdot\mathbf a=0 .$$

A point $\mathbf r=x\mathbf a+y\mathbf b+z\mathbf c$ lies on the plane $(\bar 201)$ with the intercepts above if $-2x+z=1$. With

$$\mathbf G=-2\mathbf a^*+\mathbf c^*,$$

this condition reads $\mathbf G\cdot\mathbf r=1$. The difference of any two points of the plane then has zero scalar product with $\mathbf G$, so $\mathbf G$ is normal to the plane. In the same way $\mathbf a^*$ is normal to $(100)$.

The lengths follow from the definitions. The vector $\mathbf a^*$ is perpendicular to $\mathbf c$, and the component of $\mathbf a$ in that direction is $a\sin\beta$. Since $\mathbf a^*\cdot\mathbf a=1$,

$$|\mathbf a^*|=\frac1{a\sin\beta},\qquad |\mathbf c^*|=\frac1{c\sin\beta},$$

the second by the same argument with $a$ and $c$ exchanged. The angle between $\mathbf a^*$ and $\mathbf c^*$ is $180^\circ-\beta$, because each is turned by $\beta-90^\circ$ from its own edge towards the other edge. Its cosine is $-\cos\beta$, so

$$\mathbf a^*\cdot\mathbf c^*=-\frac{\cos\beta}{ac\sin^2\beta}.$$

This is positive for an obtuse $\beta$. The scalar product of the two normals is

$$\mathbf a^*\cdot\mathbf G=-2|\mathbf a^*|^2+\mathbf a^*\cdot\mathbf c^*
=\frac{1}{\sin^2\beta}\left(-\frac2{a^2}-\frac{\cos\beta}{ac}\right)
=-\frac{2c+a\cos\beta}{a^2c\sin^2\beta}.$$

The squared length of $\mathbf G$ is

$$|\mathbf G|^2=4|\mathbf a^*|^2+|\mathbf c^*|^2-4\,\mathbf a^*\cdot\mathbf c^*
=\frac{1}{\sin^2\beta}\left(\frac4{a^2}+\frac1{c^2}+\frac{4\cos\beta}{ac}\right).$$

Over the common denominator $a^2c^2$ this becomes

$$|\mathbf G|^2=\frac{D}{a^2c^2\sin^2\beta},\qquad D=a^2+4c^2+4ac\cos\beta .$$

Therefore $|\mathbf a^*||\mathbf G|=\sqrt D/(a^2c\sin^2\beta)$, and the cosine of the angle between the normals is

$$\frac{\mathbf a^*\cdot\mathbf G}{|\mathbf a^*||\mathbf G|}=-\frac{2c+a\cos\beta}{\sqrt D}=-\frac{8.683}{14.712}=-0.590 .$$

The normals make $126.17^\circ$, and the acute angle between the planes is $180^\circ-126.17^\circ=53.83^\circ$, as before. The quantity $D$ is also $|\mathbf v|^2$, which is why the cosine from the in-plane vectors has the same form.

These normals account for the whole error of the first attempt. In the coordinates used there, $\mathbf a$ points at $0^\circ$ and $\mathbf a^*$ at $13.8^\circ$. The vector $\mathbf G$ then points at $13.8^\circ+126.17^\circ=139.97^\circ$, while $\mathbf w$ points at $180^\circ-12.30^\circ=167.70^\circ$. The first false normal is thus off by $13.8^\circ$ and the second by $27.7^\circ$, in opposite senses. The errors add to $41.5^\circ$, the difference between $53.83^\circ$ and $12.30^\circ$.

## Two further ways to miss the angle

**The sign of the index.** The plane $(201)$ cuts the axes at $+\mathbf a/2$ and $\mathbf c$, so it contains $2\mathbf c-\mathbf a$. Repeating the calculation with this vector reverses the sign of the term with $\cos\beta$:

$$\tan\varphi_{201}=\frac{a\sin\beta}{2c-a\cos\beta}=\frac{11.877}{14.517},\qquad \varphi_{201}=39.29^\circ .$$

The planes $(201)$ and $(\bar 201)$ would make equal angles with $(100)$ if $\beta$ were $90^\circ$. Here they differ by more than $14^\circ$, so the bar cannot be dropped.

**A rectangular cell.** Setting $\beta=90^\circ$ with $a$ and $c$ unchanged gives $\tan\varphi=a/(2c)$ and $\varphi=46.51^\circ$. This is $7.3^\circ$ too small, because the denominator is then 11.600 instead of 8.683 angstrom. The numerator also rises, from 11.877 to 12.23 angstrom, but this offsets only a small part of the change.

## The crack through the wafer

Let the wafer surface be $(\bar 201)$ and let the crack follow $(100)$ all the way through. On the surface the crack appears as a straight line along $\mathbf b$. In the section perpendicular to $\mathbf b$, the thickness $t$, the sideways displacement $s$ and the slanted crack length $L$ form a right triangle. The angle between $s$ and $L$ is $\varphi$, and $t$ lies opposite to it. Hence

$$s=\frac{t}{\tan\varphi}=\frac{0.65\ \text{mm}}{1.368}=0.475\ \text{mm},\qquad
L=\frac{t}{\sin\varphi}=0.805\ \text{mm}.$$

The crack on the back is displaced by nearly three quarters of the wafer thickness. The false angle of $12.30^\circ$ would have predicted about 3.0 mm.

## How many digits are justified

The angle depends on $a$ and $c$ through their ratio $r=a/c$. Write $\tan\varphi=N/M$ with $N=r\sin\beta$ and $M=2+r\cos\beta$. Differentiating the arctangent gives

$$d\varphi=\frac{M\,dN-N\,dM}{M^2+N^2},\qquad M^2+N^2=4+4r\cos\beta+r^2=\frac{D}{c^2}.$$

At fixed $\beta$, $dN=\sin\beta\,dr$ and $dM=\cos\beta\,dr$. The terms $r\sin\beta\cos\beta$ cancel and the numerator is $2\sin\beta\,dr$. With $dr=r\,d\ln r$,

$$\frac{\partial\varphi}{\partial\ln(a/c)}=\frac{2ac\sin\beta}{D}=0.6365\ \text{rad}.$$

At fixed $r$, $dN=r\cos\beta\,d\beta$ and $dM=-r\sin\beta\,d\beta$. The numerator is $(2r\cos\beta+r^2)\,d\beta$, so

$$\frac{\partial\varphi}{\partial\beta}=\frac{a^2+2ac\cos\beta}{D}=0.5347 .$$

Suppose that the given data are correct apart from rounding. Then $a$ and $c$ may be off by 0.005 angstrom and $\beta$ by $0.05^\circ$. In the worst case $\ln(a/c)$ changes by $0.005/12.23+0.005/5.80=0.00127$. This moves $\varphi$ by 0.00081 rad, or $0.046^\circ$, and the error of $\beta$ adds $0.027^\circ$. The angle can thus lie between $53.76^\circ$ and $53.90^\circ$. The first decimal is nearly settled by the data; the second is not.

## The real wafer

The cell data are close to those of the real crystal, but a measured cell may differ from them by more than the rounding. The thickness of 0.65 mm is an assumed value. Three assumptions of the model deserve a size.

The first is that the surface is truly $(\bar 201)$. Take a miscut of $\delta=0.5^\circ$ as a rough tolerance. Its effect depends on the tilt axis. Both normals are perpendicular to $\mathbf b$, so a tilt about $\mathbf b$ turns the surface normal within their common plane and changes $\varphi$ by the full $\delta$. The angle then lies between $53.33^\circ$ and $54.33^\circ$, and the displacement between 0.484 and 0.467 mm. A tilt about $\mathbf v$ instead mixes a part $\sin\delta$ along $\mathbf b$ into the unit normal and reduces the old part to $\cos\delta$. The part along $\mathbf b$ has no scalar product with the normal of $(100)$, so

$$\cos\varphi'=\cos\delta\cos\varphi .$$

The change is of second order in $\delta$, here $0.0016^\circ$. A miscut about $\mathbf b$ therefore matters more than the rounding of the cell data.

The second assumption is a fixed temperature. Suppose that the wafer is heated by 800 K, that the expansion coefficients along $a$ and $c$ differ by $3\times10^{-6}$ per K, and that $\beta$ changes by $0.05^\circ$. These are round allowances, not measured values. The ratio $a/c$ then changes by 0.24 percent, and the largest shift of $\varphi$ is about $0.11^\circ$.

The third assumption is that the crack stays on $(100)$. The crystal can also cleave on $(001)$, which contains $\mathbf a$ and $\mathbf b$. Since $\mathbf v=\mathbf a+2\mathbf c$ lies between $\mathbf a$ and $\mathbf c$, the angle between $(001)$ and the surface is $103.8^\circ-53.83^\circ=49.97^\circ$. The two cleavage planes thus have similar slopes, but they lean to opposite sides of the surface normal. A crack that changes from one to the other reverses its sideways drift, and the displacement of 0.475 mm no longer applies. If it is known which way $\mathbf a+2\mathbf c$ points on the wafer and which face has $\mathbf G$ as its outward normal, the lean tells the two planes apart more clearly than the difference of about $4^\circ$ in slope.

The main values are listed in the numerical output.

## Numbers as computed

```
a = 12.23 angstrom, c = 5.80 angstrom
beta = 103.8 degrees
sin(beta) = 0.97113, cos(beta) = -0.23853
a sin(beta) = 11.8770 angstrom
a cos(beta) = -2.9173 angstrom
2c + a cos(beta) = 8.6827 angstrom
tan(phi) = 1.3679, cos(phi) = 0.5902
acute angle phi = 53.83 degrees
D = 216.452 angstrom^2, sqrt(D) = 14.7123 angstrom
|a*| = 0.08420 1/angstrom, |c*| = 0.17754 1/angstrom
a*.c* = 0.003566 1/angstrom^2
a*.G(-201) = -0.010612 1/angstrom^2
|G(-201)| = 0.21357 1/angstrom
angle between normals = 126.17 degrees
spacing d(100) = 11.877 angstrom
spacing d(-201) = 4.682 angstrom
error: (201) for (-201) gives 39.29 degrees
error: beta = 90 degrees gives 46.51 degrees
error: directions as normals: 12.30 degrees
d phi/d ln(a/c) = 0.6365 rad
d phi/d beta = 0.5347 (degree per degree)
rounding: a, c by 0.005 angstrom, beta by 0.05 degree
  lowest phi = 53.76 degrees
  highest phi = 53.90 degrees
assumed heating = 800 K
assumed expansion difference = 3.0e-06 1/K
change of a/c = 0.24 percent
assumed change of beta = 0.05 degree
largest shift of phi on heating = 0.11 degree
wafer thickness t = 0.65 mm
sideways displacement t cot(phi) = 0.475 mm
slanted crack length t/sin(phi) = 0.805 mm
miscut = 0.5 degree
  tilt about b: angle 53.33 to 54.33 degrees
  displacement then 0.467 to 0.484 mm
  tilt about a+2c: angle grows by 0.0016 degree
```
